# Cox-Strack spreading resistance when the layer thickness equals the contact radius: a numerical check

```python
"""Spreading resistance of a disc contact on a layer with a grounded back.

Result under test: the Cox-Strack term
    R_CS = rho/(2 pi a) * arctan(2 t/a)
equals (2/pi) arctan(2), about 70 percent, of rho/(4a) when t = a.
It is an interpolation: the Laplace solution for an equipotential disc
is lower, and is computed here in two independent ways.
Symbols: a contact radius, t layer thickness, rho layer resistivity,
tau = t/a. Dimensionless resistances are in units of rho/a.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import j1

S_NODES, S_WEIGHTS = np.polynomial.legendre.leggauss(200)
S_NODES, S_WEIGHTS = (S_NODES + 1) / 2, S_WEIGHTS / 2
K_NODES, K_WEIGHTS = np.polynomial.legendre.leggauss(800)
K_NODES, K_WEIGHTS = (K_NODES + 1) / 2, K_WEIGHTS / 2
R_INF = 0.25


def cox_strack(tau):
    return np.arctan(2 * tau) / (2 * np.pi)


def disc_resistance(tau, substrate_ratio=0.0):
    """Equipotential disc, from the integral equation for g(s).

    substrate_ratio is substrate resistivity / layer resistivity.
    """
    k_max = 18 / tau
    k = k_max * K_NODES
    th = np.tanh(k * tau)
    deficit = 2 / (np.exp(2 * k * tau) + 1)
    deficit *= (1 - substrate_ratio) / (1 + substrate_ratio * th)
    cosines = np.cos(np.outer(S_NODES, k))
    kernel = (2 / np.pi) * (cosines * (deficit * K_WEIGHTS * k_max)) @ cosines.T
    matrix = np.eye(len(S_NODES)) - kernel * S_WEIGHTS
    g = np.linalg.solve(matrix, np.full(len(S_NODES), 2 / np.pi))
    return 1 / (2 * np.pi * (S_WEIGHTS @ g))


def grid_resistance(n, r_max=5, skin_cells=0, skin_ratio=1.0, contact=0.0):
    """Finite-volume Laplace solution for t = a, with n cells per radius.

    skin_ratio: skin resistivity / rho; contact: rho_c / (rho a).
    """
    h, nr = 1 / n, r_max * n
    faces = np.arange(nr + 1) * h
    area = np.pi * (faces[1:]**2 - faces[:-1]**2)
    res = np.ones((nr, n))
    res[:n, :skin_cells] = skin_ratio
    g_r = 2 * np.pi * faces[1:-1, None] * 2 / (res[1:] + res[:-1])
    g_z = area[:, None] * 2 / (h * (res[:, 1:] + res[:, :-1]))
    top = np.zeros(nr)
    top[:n] = area[:n] / (h * res[:n, 0] / 2 + contact)
    diagonal = np.zeros((nr, n))
    diagonal[1:] += g_r
    diagonal[:-1] += g_r
    diagonal[:, 1:] += g_z
    diagonal[:, :-1] += g_z
    diagonal[:, 0] += top
    diagonal[:, -1] += 2 * area / (h * res[:, -1])
    index = np.arange(nr * n).reshape(nr, n)
    left, right = index[:-1].ravel(), index[1:].ravel()
    upper, lower = index[:, :-1].ravel(), index[:, 1:].ravel()
    rows = np.concatenate([index.ravel(), left, right, upper, lower])
    cols = np.concatenate([index.ravel(), right, left, lower, upper])
    vals = np.concatenate([diagonal.ravel(), -g_r.ravel(), -g_r.ravel(),
                           -g_z.ravel(), -g_z.ravel()])
    matrix = coo_matrix((vals, (rows, cols))).tocsc()
    source = np.zeros((nr, n))
    source[:, 0] = top
    phi = spsolve(matrix, source.ravel(), permc_spec="MMD_AT_PLUS_A")
    return 1 / np.sum(top * (1 - phi.reshape(nr, n)[:, 0]))


def half_space_potential(r, z):
    """Potential/V by direct integration over the disc's current density."""
    x, w = np.polynomial.legendre.leggauss(80)
    theta, w_theta = (x + 1) * np.pi / 4, w * np.pi / 4
    psi = 2 * np.pi * (np.arange(160) + 0.5) / 160
    s = np.sin(theta)[:, None]
    distance = np.sqrt(r*r + s*s - 2*r*s*np.cos(psi)[None, :] + z*z)
    ring = np.sum(1 / distance, axis=1) * 2 * np.pi / 160
    return np.sum(w_theta * np.sin(theta) * ring) / np.pi**2


# Half-space potential on the axis, and off axis on the same spheroid.
phi_axis = half_space_potential(0.0, 1.0)
phi_off = half_space_potential(1.0, np.sqrt(0.5))
assert abs(phi_axis - (1 - 2 / np.pi * np.arctan(1.0))) < 1e-8
assert abs(phi_off - phi_axis) < 1e-7
phi_deep = half_space_potential(0.0, 2.5)
assert abs(phi_deep - (1 - 2 / np.pi * np.arctan(2.5))) < 1e-8
# Far away the potential is I rho/(2 pi z), which gives R without the formula.
far = 200.0
r_half_space = 1 / (2 * np.pi * far * half_space_potential(0.0, far))
assert abs(r_half_space / R_INF - 1) < 1e-4

# Integral equation against the direct grid solution at t = a.
# The contact-edge singularity leaves an error linear in cell size.
r_true = disc_resistance(1.0)
r_grid_coarse, r_grid_fine = grid_resistance(40), grid_resistance(80)
r_grid = 2 * r_grid_fine - r_grid_coarse
assert abs(r_grid / r_true - 1) < 2e-3
wall_change = abs(grid_resistance(20, 5) / grid_resistance(20, 10) - 1)
assert wall_change < 1e-4

# Bounds at t = a: inscribed grounded spheroid and uniform flux.
# Cutting the integral at u = 300 leaves a tail of about 2e-6.
r_low = (1 - phi_axis) * R_INF
flux_integral = quad(lambda u: np.tanh(u) * (j1(u) / u)**2, 1e-12, 300,
                     limit=2000)[0]
r_high = 2 / np.pi * flux_integral
r_cs = cox_strack(1.0)
assert r_low < r_true < r_high < r_cs

# Thin limit: straight-down flow, with an error proportional to t/a.
thin_error = [1 - disc_resistance(x) / (x / np.pi) for x in (0.06, 0.03)]
assert 0 < thin_error[1] < 0.03
assert 1.8 < thin_error[0] / thin_error[1] < 2.1
assert abs(cox_strack(0.03) / (0.03 / np.pi) - 1) < 0.002
# Thick limit: the first corrections of the two results differ.
thick = 20.0
ratio_thick = disc_resistance(thick) / R_INF
assert abs(ratio_thick - (1 - 2 * np.log(2) / np.pi / thick)) < 3e-5
assert abs(cox_strack(thick) / R_INF - (1 - 1 / np.pi / thick)) < 3e-5

table = []
for tau in (0.25, 0.5, 1.0, 2.0, 4.0, 10.0):
    table.append((tau, cox_strack(tau) / R_INF, disc_resistance(tau) / R_INF))
assert all(row[1] > row[2] for row in table)

# Heating identity, checked with a harmonic potential.
x, y, volt = sp.symbols("x y volt")
harmonic = sp.exp(x) * sp.cos(y)
heat = volt * harmonic - harmonic**2 / 2
laplacian = sp.diff(heat, x, 2) + sp.diff(heat, y, 2)
grad_squared = sp.diff(harmonic, x)**2 + sp.diff(harmonic, y)**2
assert sp.simplify(laplacian + grad_squared) == 0

# Worked example: rough typical n-type silicon values, lengths in cm.
q = const.e
radius, thickness = 5e-4, 5e-4
donors, mobility, temperature = 1e17, 750.0, 300.0
rho = 1 / (q * donors * mobility)
unit = rho / radius
tau_example = thickness / radius
resistance_inf = R_INF * unit
resistance_cs = cox_strack(tau_example) * unit
resistance_true = disc_resistance(tau_example) * unit

# Sizes of neglected effects.
rho_substrate, rho_skin, rho_contact = 2e-3, 8e-4, 1e-7
skin_depth = 1e-5
r_substrate = disc_resistance(1.0, rho_substrate / rho)
substrate_shift = r_substrate / r_true - 1
cells = 100
skin_cells = round(skin_depth / radius * cells)
bare = grid_resistance(cells)
skinned = grid_resistance(cells, 5, skin_cells, rho_skin / rho)
contact_scaled = rho_contact / (rho * radius)
contacted = grid_resistance(cells, 5, skin_cells, rho_skin / rho,
                            contact_scaled)
skin_shift = skinned / bare - 1
contact_shift = (contacted - skinned) / bare
assert substrate_shift > 0 and skin_shift < 0
assert contacted - skinned >= contact_scaled / np.pi * (1 - 1e-6)

kt = const.k * temperature
dos_mass, donor_depth = 1.08, 0.045
n_c = 2 * (2*np.pi*dos_mass*const.m_e*kt / const.h**2)**1.5 * 1e-6
n_1 = n_c / 2 * np.exp(-donor_depth * q / kt)
ionized = (-n_1 + np.sqrt(n_1**2 + 4 * n_1 * donors)) / (2 * donors)
mobility_exponent = 2.0
warm_shift = (1 + 10 / temperature)**mobility_exponent - 1
current = 1e-3
voltage = current * resistance_true
field = rho * current / (np.pi * radius**2)
saturation_velocity = 1e7
field_sat = saturation_velocity / mobility
conductivity_mass = 0.26 * const.m_e
speed = np.sqrt(8 * kt / (np.pi * conductivity_mass))
path = speed * mobility * 1e-4 * conductivity_mass / q
kappa = 1.5
heating = voltage**2 / (2 * rho * kappa)

print(f"arctan(2) = {np.arctan(2):.5f} rad")
print(f"Cox-Strack at t=a: {r_cs:.5f} rho/a")
print(f"Semi-infinite: {R_INF:.5f} rho/a")
print(f"Semi-infinite from far potential: {r_half_space:.5f} rho/a")
print(f"Cox-Strack ratio at t=a: {r_cs/R_INF:.4f}")
print(f"Integral-equation result at t=a: {r_true:.5f} rho/a")
print(f"Integral-equation ratio at t=a: {r_true/R_INF:.4f}")
print(f"Grid ratio, 40 cells per radius: {r_grid_coarse/R_INF:.4f}")
print(f"Grid ratio, 80 cells per radius: {r_grid_fine/R_INF:.4f}")
print(f"Grid ratio, extrapolated: {r_grid/R_INF:.4f}")
print(f"Lower bound on ratio: {r_low/R_INF:.4f}")
print(f"Upper bound on ratio: {r_high/R_INF:.4f}")
print(f"Cox-Strack excess at t=a: {100*(r_cs/r_true-1):.1f} %")
print(f"Side wall at 5a instead of 10a: change {wall_change:.1e}")
print(f"Thin-limit error at t/a=0.03: {100*thin_error[1]:.2f} %")
print(f"Thick coefficient, field: {2*np.log(2)/np.pi:.4f}")
print(f"Thick coefficient, Cox-Strack: {1/np.pi:.4f}")
print("t/a, Cox-Strack ratio, field ratio, excess in %")
for tau, cs, field_ratio in table:
    excess = 100 * (cs / field_ratio - 1)
    print(f"{tau:5.2f}  {cs:.4f}  {field_ratio:.4f}  {excess:.1f}")
print(f"Radius = {radius*1e4:.1f} um; thickness = {thickness*1e4:.1f} um")
print(f"Donors = {donors:.1e} cm^-3; mobility = {mobility:.0f} cm2/Vs")
print(f"Layer resistivity = {rho:.4f} ohm cm")
print(f"Semi-infinite resistance = {resistance_inf:.2f} ohm")
print(f"Cox-Strack resistance = {resistance_cs:.2f} ohm")
print(f"Field-solution resistance = {resistance_true:.2f} ohm")
print(f"Substrate resistivity = {rho_substrate:.1e} ohm cm")
print(f"Substrate effect on R = {100*substrate_shift:+.1f} %")
print(f"Skin depth = {skin_depth*1e4:.2f} um")
print(f"Skin resistivity = {rho_skin:.1e} ohm cm")
print(f"Skin effect on R (grid estimate) = {100*skin_shift:+.1f} %")
print(f"Contact resistivity = {rho_contact:.1e} ohm cm2")
print(f"Contact effect on R (grid estimate) = {100*contact_shift:+.2f} %")
print(f"Temperature = {temperature:.0f} K")
print(f"Donor depth = {donor_depth*1e3:.0f} meV; N_c = {n_c:.2e} cm^-3")
print(f"Ionized donor fraction = {ionized:.3f}")
print(f"Freeze-out effect on R = {100*(1/ionized-1):+.1f} %")
print(f"Mobility power of 1/T = {mobility_exponent:.1f}")
print(f"Effect of +10 K on R = {100*warm_shift:+.1f} %")
print(f"Current = {current*1e3:.1f} mA; voltage = {voltage*1e3:.1f} mV")
print(f"Mean field under contact = {field:.0f} V/cm")
print(f"Velocity-saturation field scale = {field_sat:.1e} V/cm")
print(f"Mean free path = {path*1e9:.0f} nm")
print(f"Mean free path / radius = {path*100/radius:.4f}")
print(f"Thermal conductivity = {kappa:.1f} W/(cm K)")
print(f"Maximum self-heating = {heating*1e3:.2f} mK")
print("success")
```

Running it gives:

```
arctan(2) = 1.10715 rad
Cox-Strack at t=a: 0.17621 rho/a
Semi-infinite: 0.25000 rho/a
Semi-infinite from far potential: 0.25000 rho/a
Cox-Strack ratio at t=a: 0.7048
Integral-equation result at t=a: 0.15666 rho/a
Integral-equation ratio at t=a: 0.6267
Grid ratio, 40 cells per radius: 0.6347
Grid ratio, 80 cells per radius: 0.6306
Grid ratio, extrapolated: 0.6266
Lower bound on ratio: 0.5000
Upper bound on ratio: 0.6942
Cox-Strack excess at t=a: 12.5 %
Side wall at 5a instead of 10a: change 2.1e-06
Thin-limit error at t/a=0.03: 2.60 %
Thick coefficient, field: 0.4413
Thick coefficient, Cox-Strack: 0.3183
t/a, Cox-Strack ratio, field ratio, excess in %
 0.25  0.2952  0.2584  14.2
 0.50  0.5000  0.4291  16.5
 1.00  0.7048  0.6267  12.5
 2.00  0.8440  0.7902  6.8
 4.00  0.9208  0.8911  3.3
10.00  0.9682  0.9560  1.3
Radius = 5.0 um; thickness = 5.0 um
Donors = 1.0e+17 cm^-3; mobility = 750 cm2/Vs
Layer resistivity = 0.0832 ohm cm
Semi-infinite resistance = 41.61 ohm
Cox-Strack resistance = 29.33 ohm
Field-solution resistance = 26.08 ohm
Substrate resistivity = 2.0e-03 ohm cm
Substrate effect on R = +2.0 %
Skin depth = 0.10 um
Skin resistivity = 8.0e-04 ohm cm
Skin effect on R (grid estimate) = -5.9 %
Contact resistivity = 1.0e-07 ohm cm2
Contact effect on R (grid estimate) = +0.70 %
Temperature = 300 K
Donor depth = 45 meV; N_c = 2.82e+19 cm^-3
Ionized donor fraction = 0.962
Freeze-out effect on R = +3.9 %
Mobility power of 1/T = 2.0
Effect of +10 K on R = +6.8 %
Current = 1.0 mA; voltage = 26.1 mV
Mean field under contact = 106 V/cm
Velocity-saturation field scale = 1.3e+04 V/cm
Mean free path = 23 nm
Mean free path / radius = 0.0047
Thermal conductivity = 1.5 W/(cm K)
Maximum self-heating = 2.72 mK
success
```
